# Photoconductive gain of an illuminated bar with trapped holes: a program that tests the result

```python
# Result under test: photoconductive gain = mobility * lifetime * bias / spacing^2,
# for trapped holes, ohmic contacts, weak uniform light and low-field transport.
# Gain = extra electrons through the circuit per absorbed, pair-making photon.
# Lengths are in cm, times in s, mobilities in cm2/Vs, densities in cm^-3.
# Silicon parameters below are rough typical values, used to size corrections.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

charge = constants.e
lifetime = 1e-6
mobility = 1000.0
bias = 5.0
spacing = 10e-4
temperature = 300.0
thermal_voltage = constants.k * temperature / charge
permittivity = 11.7 * constants.epsilon_0 / 100.0   # F/cm
dark_density = 1e15
generation = 1e19                                    # pairs per cm3 per s
width, thickness = 100e-4, 1e-4
area = width * thickness

field = bias / spacing
velocity = mobility * field
transit = spacing / velocity
gain = mobility * lifetime * bias / spacing**2
excess = generation * lifetime

# Random simulation: the electron starts anywhere in the gap. With replacement,
# each arrival at the anode is followed by a new electron at the cathode.
rng = np.random.default_rng(12345)
samples = 1000000


def simulate(mean_life, transit_time):
    start = rng.random(samples)
    flights = rng.exponential(mean_life, samples) / transit_time
    arrivals = np.floor(start + flights).mean()
    no_replacement = np.minimum(flights, 1.0 - start).mean()
    return arrivals, no_replacement


def blocked_formula(ratio):
    return ratio * (1.0 + ratio * np.expm1(-1.0 / ratio))


for trial_life in (0.3 * transit, 3.0 * transit, lifetime):
    counted, blocked = simulate(trial_life, transit)
    expected = mobility * trial_life * bias / spacing**2
    # Sampling error is a few parts per thousand at most.
    assert abs(counted / expected - 1.0) < 0.01
    assert abs(blocked / blocked_formula(expected) - 1.0) < 0.01
    assert blocked < 0.51
simulated_gain, blocked_gain = counted, blocked


# Moving holes in n-type material: numerical solution includes diffusion and
# vanishing excess density at both contacts; the formula keeps drift only.
def moving_hole_numeric(hole_mobility, cells=4000):
    step = spacing / cells
    diffusion = hole_mobility * thermal_voltage
    drift = hole_mobility * field
    bands = np.zeros((3, cells - 1))
    bands[0, 1:] = diffusion / step**2 - drift / (2 * step)
    bands[1, :] = -2 * diffusion / step**2 - 1 / lifetime
    bands[2, :-1] = diffusion / step**2 + drift / (2 * step)
    holes = solve_banded((1, 1), bands, -generation * np.ones(cells - 1))
    mean_density = holes.sum() / cells
    return (mobility + hole_mobility) * field * mean_density / (generation * spacing)


def moving_hole_formula(hole_mobility):
    s = hole_mobility * lifetime * bias / spacing**2
    full = (mobility + hole_mobility) * lifetime * bias / spacing**2
    return full * (1.0 + s * np.expm1(-1.0 / s))


hole_rows = []
for hole_mobility in (0.002, 0.02, 0.2, 450.0):
    numeric = moving_hole_numeric(hole_mobility)
    formula = moving_hole_formula(hole_mobility)
    # Diffusion, absent from the formula, matters at the one-percent level.
    assert abs(numeric / formula - 1.0) < 0.03
    hole_rows.append((hole_mobility, formula, numeric))
sweepout_limit = (1.0 + mobility / 450.0) / 2.0
assert abs(hole_rows[-1][2] / sweepout_limit - 1.0) < 0.03
assert abs(hole_rows[0][2] / gain - 1.0) < 0.03

# Space charge with an unlimited electron supply at the cathode (zero field there).
# Scaled field is f = local field * spacing / bias; the state holds f^2 and voltage.
injected_scale = permittivity * bias / (charge * spacing**2)


def current_density(positive_density):
    strength = positive_density / injected_scale

    def voltage_error(bulk_field):
        def slope(position, state):
            local = np.sqrt(max(state[0], 0.0))
            return [2 * strength * (bulk_field - local), local]
        solution = solve_ivp(slope, (0.0, 1.0), [0.0, 0.0], method="DOP853",
                             rtol=1e-10, atol=1e-12)
        assert solution.success
        return solution.y[1, -1] - 1.0

    bulk_field = brentq(voltage_error, 1.0, 1.1, xtol=1e-11)
    return charge * mobility * positive_density * bulk_field * field


dark_j = current_density(dark_density)
light_j = current_density(dark_density + excess)
space_charge_gain = (light_j - dark_j) / (charge * generation * spacing)
dark_excess_percent = 100 * (dark_j / (charge * mobility * dark_density * field) - 1)
# Remaining difference is second order in injected density / dark density.
assert abs(space_charge_gain / gain - 1.0) < 0.01

# Velocity saturation, bracketed by two common shapes of the velocity curve.
saturation_velocity = 1e7
saturated = {}
for exponent in (1, 2):
    reduced = velocity / (1 + (velocity / saturation_velocity)**exponent)**(1 / exponent)
    saturated[exponent] = reduced * lifetime / spacing

# Capture rate proportional to electron density makes lifetime fall with light.
trapped = (-dark_density + np.sqrt(dark_density**2 + 4 * dark_density * excess)) / 2
capture_balance = trapped * (dark_density + trapped) / (lifetime * dark_density)
assert abs(capture_balance / generation - 1.0) < 1e-9
light_level_gain = gain * trapped / excess

photon_rate = generation * area * spacing
primary_current = charge * photon_rate
photocurrent = charge * excess * velocity * area
dark_current = charge * dark_density * velocity * area
assert abs(photocurrent / primary_current - 5000.0) < 1e-6

# One-dimensional heat flow through a 2 micrometre oxide under the bar.
oxide_thickness, oxide_conductivity = 2e-4, 0.014
power = bias * (dark_current + photocurrent)
heating = power * oxide_thickness / (oxide_conductivity * width * spacing)
mobility_loss = 100 * (1 - ((temperature + heating) / temperature)**(-2.4))
breakdown_field = 3e5

print(f"lifetime = {lifetime*1e6:.1f} us")
print(f"electron mobility = {mobility:.0f} cm2/Vs")
print(f"bias = {bias:.1f} V")
print(f"contact spacing = {spacing*1e4:.1f} um = {spacing:.1e} cm")
print(f"field = {field:.0f} V/cm")
print(f"low-field drift velocity = {velocity:.2e} cm/s")
print(f"transit time = {transit*1e9:.3f} ns")
print(f"photoconductive gain = {gain:.1f} (no unit)")
print(f"gain from counted anode arrivals = {simulated_gain:.0f} (no unit)")
print(f"charge per photon, no replacement = {blocked_gain:.3f} e")
print(f"temperature = {temperature:.0f} K")
print(f"bar width = {width*1e4:.0f} um, thickness = {thickness*1e4:.1f} um")
print(f"generation rate = {generation:.1e} per cm3 per s")
print(f"dark electron density = {dark_density:.1e} cm^-3")
print(f"excess electron density = {excess:.1e} cm^-3")
print(f"absorbed photon rate = {photon_rate:.1e} per s")
print(f"primary current (gain one) = {primary_current*1e9:.3f} nA")
print(f"photocurrent = {photocurrent*1e6:.3f} uA")
print(f"dark current = {dark_current*1e6:.1f} uA")
print(f"hole mobility where s = 1: {spacing**2/(lifetime*bias):.2f} cm2/Vs")
for hole_mobility, formula, numeric in hole_rows:
    print(f"hole mobility {hole_mobility:g} cm2/Vs: gain formula {formula:.5g},"
          f" with diffusion {numeric:.5g}")
print(f"fast-hole limit of gain = {sweepout_limit:.3f} (no unit)")
print(f"injected density scale = {injected_scale:.2e} cm^-3")
print(f"dark current rise from space charge = {dark_excess_percent:.2f} %")
print(f"gain with contact space charge = {space_charge_gain:.1f} (no unit)")
print(f"rough saturation velocity = {saturation_velocity:.1e} cm/s")
print(f"gain with saturation, b = 1: {saturated[1]:.0f} (no unit)")
print(f"gain with saturation, b = 2: {saturated[2]:.0f} (no unit)")
print(f"gain with light-dependent lifetime = {light_level_gain:.0f} (no unit)")
print(f"electrical power = {power*1e3:.2f} mW")
print(f"oxide thickness = {oxide_thickness*1e4:.1f} um")
print(f"rough oxide conductivity = {oxide_conductivity:.3f} W/(cm K)")
print(f"temperature rise across oxide = {heating:.1f} K")
print(f"mobility loss from heating = {mobility_loss:.1f} % (rough T^-2.4 law)")
print(f"rough breakdown field = {breakdown_field/1e3:.0f} kV/cm")
print(f"breakdown field / applied field = {breakdown_field/field:.0f} (no unit)")
print("done: every assertion held")
```

It prints:

```
lifetime = 1.0 us
electron mobility = 1000 cm2/Vs
bias = 5.0 V
contact spacing = 10.0 um = 1.0e-03 cm
field = 5000 V/cm
low-field drift velocity = 5.00e+06 cm/s
transit time = 0.200 ns
photoconductive gain = 5000.0 (no unit)
gain from counted anode arrivals = 5010 (no unit)
charge per photon, no replacement = 0.500 e
temperature = 300 K
bar width = 100 um, thickness = 1.0 um
generation rate = 1.0e+19 per cm3 per s
dark electron density = 1.0e+15 cm^-3
excess electron density = 1.0e+13 cm^-3
absorbed photon rate = 1.0e+10 per s
primary current (gain one) = 1.602 nA
photocurrent = 8.011 uA
dark current = 801.1 uA
hole mobility where s = 1: 0.20 cm2/Vs
hole mobility 0.002 cm2/Vs: gain formula 4950, with diffusion 4912.4
hole mobility 0.02 cm2/Vs: gain formula 4500.1, with diffusion 4450.9
hole mobility 0.2 cm2/Vs: gain formula 1839.8, with diffusion 1816.8
hole mobility 450 cm2/Vs: gain formula 1.6109, with diffusion 1.5942
fast-hole limit of gain = 1.611 (no unit)
injected density scale = 3.23e+13 cm^-3
dark current rise from space charge = 1.67 %
gain with contact space charge = 4997.2 (no unit)
rough saturation velocity = 1.0e+07 cm/s
gain with saturation, b = 1: 3333 (no unit)
gain with saturation, b = 2: 4472 (no unit)
gain with light-dependent lifetime = 4951 (no unit)
electrical power = 4.05 mW
oxide thickness = 2.0 um
rough oxide conductivity = 0.014 W/(cm K)
temperature rise across oxide = 5.8 K
mobility loss from heating = 4.5 % (rough T^-2.4 law)
rough breakdown field = 300 kV/cm
breakdown field / applied field = 60 (no unit)
done: every assertion held
```
